# Zone-centre levels of hydrogen tunnelling in a rigid bcc metal: a program that tests the result

```python
"""Hydrogen tunnelling among tetrahedral (T) sites of a rigid bcc metal.

Result under test: with matrix element -J between nearest T sites and equal
site energies, the zone-centre levels are -4J (once), 0 (three times) and
2J (twice).  The sites are found from the metal positions, and the Bloch
matrix is built from the actual bonds.
Symbols: a cube edge; J, J2 first- and second-neighbour tunnelling elements;
k wave vector.  Lattice coordinates are integers in units of a/4.
The program also sizes effects that the rigid one-level model neglects:
second-neighbour tunnelling, vibrational excitation, strain, lattice
relaxation and temperature.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# ---------- tetrahedral sites from the metal positions ----------
metal = np.array([np.array(n) * 4 + s
                  for n in itertools.product(range(-1, 3), repeat=3)
                  for s in (0, 2)])
cube_sites = []
for point in itertools.product(range(4), repeat=3):
    dist2 = np.sum((metal - np.array(point)) ** 2, axis=1)
    if dist2.min() == 5 and np.sum(dist2 == 5) == 4:
        cube_sites.append(np.array(point))
assert len(cube_sites) == 12


def equivalent(difference):
    """True if the difference is a bcc lattice translation."""
    rest = np.asarray(difference) % 4
    return bool(np.all(rest == 0) or np.all(rest == 2))


def site_axis(site):
    return int(np.flatnonzero(site % 2)[0])


sublattices = []
for site in sorted(cube_sites, key=site_axis):
    if not any(equivalent(site - other) for other in sublattices):
        sublattices.append(site)
assert len(sublattices) == 6
axes = np.array([site_axis(site) for site in sublattices])
assert list(axes) == [0, 0, 1, 1, 2, 2]


def sublattice_index(point):
    for index, site in enumerate(sublattices):
        if equivalent(point - site):
            return index
    return None


# ---------- bonds: (from, to, displacement), sorted by squared length ----------
bonds = {}
for i, site in enumerate(sublattices):
    for step in itertools.product(range(-2, 3), repeat=3):
        step = np.array(step)
        length2 = int(step @ step)
        if 0 < length2 <= 4:
            j = sublattice_index(site + step)
            if j is not None:
                bonds.setdefault(length2, []).append((i, j, step))
assert sorted(bonds) == [2, 4]
first_count = len(bonds[2]) // 6
second_count = len(bonds[4]) // 6
assert len(bonds[2]) == 24 and len(bonds[4]) == 12


def bloch_matrix(k, hop1, hop2=0.0):
    """Bloch Hamiltonian; k in radians per a/4."""
    matrix = np.zeros((6, 6), dtype=complex)
    for length2, hop in ((2, hop1), (4, hop2)):
        for i, j, step in bonds[length2]:
            matrix[i, j] -= hop * np.exp(1j * np.dot(k, step))
    return matrix


gamma = np.zeros(3)
point_h = np.array([np.pi / 2, 0.0, 0.0])
h_gamma = bloch_matrix(gamma, 1.0).real
adjacency = np.rint(-h_gamma).astype(int)
assert np.array_equal(adjacency, (axes[:, None] != axes[None, :]).astype(int))
levels, states = np.linalg.eigh(h_gamma)
assert np.allclose(levels, [-4, 0, 0, 0, 2, 2], atol=1e-12)
levels_h = np.linalg.eigvalsh(bloch_matrix(point_h, 1.0))
assert np.allclose(levels_h, [-2, -2, 0, 0, 0, 4], atol=1e-12)

# ---------- real-space periodic crystal of 2x2x2 cubes, no Bloch theorem ----------
crystal = np.array([site + 4 * np.array(n) for site in cube_sites
                    for n in itertools.product(range(2), repeat=3)])
separation = (crystal[:, None, :] - crystal[None, :, :] + 4) % 8 - 4
h_crystal = -(np.sum(separation ** 2, axis=2) == 2).astype(float)
crystal_levels = np.linalg.eigvalsh(h_crystal)
k_points = [np.array(m) * np.pi / 4 + shift
            for m in itertools.product(range(2), repeat=3)
            for shift in (gamma, point_h)]
bloch_levels = np.sort(np.concatenate(
    [np.linalg.eigvalsh(bloch_matrix(k, 1.0)) for k in k_points]))
assert np.allclose(crystal_levels, bloch_levels, atol=1e-10)
crystal_index = np.array([sublattice_index(r) for r in crystal])
for energy, vector in zip(levels, states.T):
    periodic = vector[crystal_index]
    assert np.allclose(h_crystal @ periodic, energy * periodic, atol=1e-10)

# two-colouring of the real-space network, spread from site to site
colour = np.zeros(len(crystal), dtype=int)
colour[0] = 1
stack = [0]
while stack:
    here = stack.pop()
    for there in np.flatnonzero(h_crystal[here]):
        if colour[there] == 0:
            colour[there] = -colour[here]
            stack.append(there)
        assert colour[there] == -colour[here]
assert np.all(colour != 0)
lookup = {tuple(r % 8): c for r, c in zip(crystal, colour)}
for r, c in zip(crystal, colour):
    assert lookup[tuple((r + 2) % 8)] == -c
    assert lookup[tuple((r + np.array([4, 0, 0])) % 8)] == c

# ---------- symmetry of the levels ----------


def permutation(operation):
    matrix = np.zeros((6, 6))
    for i, site in enumerate(sublattices):
        matrix[sublattice_index(operation @ site), i] = 1
    return matrix


inversion = permutation(-np.eye(3, dtype=int))
fourfold = permutation(np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]]))
groups = {"-4J": states[:, :1], "0": states[:, 1:4], "2J": states[:, 4:]}
traces = {name: (np.trace(v.T @ inversion @ v), np.trace(v.T @ fourfold @ v))
          for name, v in groups.items()}
assert np.allclose(traces["-4J"], (1, 1))
assert np.allclose(traces["0"], (-3, -1))
assert np.allclose(traces["2J"], (2, 0))

# ---------- worked example: rough round inputs ----------
a_nm = 0.33
J = 0.1                        # meV
distance1 = a_nm * np.sqrt(2) / 4
distance2 = a_nm / 2
example_levels = np.linalg.eigvalsh(bloch_matrix(gamma, J))
k_mev = const.k / const.e * 1e3
spread = example_levels[-1] - example_levels[0]

# ---------- proton in two square wells: J, J2/J and vibrational gap ----------
barrier = 0.20                 # eV, above the well bottom
well_width = 0.07              # nm
kinetic = const.hbar ** 2 / (2 * const.m_p) / const.e * 1e18   # eV nm^2


def parity_level(distance, even):
    """Lowest level of given parity from matching at the well edges."""
    gap = distance - well_width

    def mismatch(energy):
        q = np.sqrt(energy / kinetic)
        decay = np.sqrt((barrier - energy) / kinetic)
        t = np.tanh(decay * gap / 2)
        inner = decay * (t if even else 1 / t)
        return q * well_width - np.arctan(decay / q) - np.arctan(inner / q)
    return brentq(mismatch, 1e-6 * barrier, (1 - 1e-9) * barrier,
                  xtol=1e-15, rtol=1e-14)


def well_tunnelling(distance):
    return (parity_level(distance, False) - parity_level(distance, True)) / 2


def grid_levels(distance):
    """Four lowest levels by finite differences, cell-averaged potential."""
    h = 0.0005
    half = int((distance / 2 + well_width / 2 + 0.15) / h)
    x = np.arange(-half, half + 1) * h
    offset = np.abs(np.abs(x) - distance / 2)
    inside = np.clip((well_width / 2 - offset) / h + 0.5, 0, 1)
    diagonal = barrier * (1 - inside) + 2 * kinetic / h ** 2
    return eigh_tridiagonal(diagonal, np.full(len(x) - 1, -kinetic / h ** 2),
                            eigvals_only=True, select="i", select_range=(0, 3))


model_j1 = well_tunnelling(distance1)
model_j2 = well_tunnelling(distance2)
for distance, value in ((distance1, model_j1), (distance2, model_j2)):
    grid = grid_levels(distance)
    # grid error of the splitting is second order in the step
    assert abs((grid[1] - grid[0]) / 2 / value - 1) < 0.02
grid = grid_levels(distance1)
assert grid[3] < barrier
vibration_gap = (grid[2] + grid[3] - grid[0] - grid[1]) / 2 * 1e3
J2 = J * model_j2 / model_j1
levels_j2 = np.linalg.eigvalsh(bloch_matrix(gamma, J, J2))
for trial in (J2, 0.2 * J):
    found = np.linalg.eigvalsh(bloch_matrix(gamma, J, trial))
    formula = [-4 * J - 2 * trial] + [2 * trial] * 3 + [2 * J - 2 * trial] * 2
    assert np.allclose(found, np.sort(formula), atol=1e-12)

# ---------- uniaxial strain: energy shift of one axis pair ----------
dipole_anisotropy = 0.3        # eV, parallel minus perpendicular
strain = -1e-4                 # compression along z
shift = -dipole_anisotropy * strain * 1e3     # meV


def strained_levels(delta):
    return np.linalg.eigvalsh(bloch_matrix(gamma, J)
                              + np.diag(np.where(axes == 2, delta, 0.0)))


for delta in (shift, 5 * J, -3 * J):
    root = np.sqrt(((delta + 2 * J) / 2) ** 2 + 8 * J ** 2)
    formula = [0, 0, delta, 2 * J,
               (delta - 2 * J) / 2 + root, (delta - 2 * J) / 2 - root]
    assert np.allclose(strained_levels(delta), np.sort(formula), atol=1e-12)
levels_strain = strained_levels(shift)
strain_equal_j = J * 1e-3 / dipole_anisotropy

# ---------- lattice relaxation around a spread isotropic force dipole ----------
dipole = 3.0                   # eV
bulk_gpa, shear_gpa = 170.0, 40.0
to_ev_nm3 = 1e9 * 1e-27 / const.e
bulk, shear = bulk_gpa * to_ev_nm3, shear_gpa * to_ev_nm3
volume = a_nm ** 3 / 2
relaxation = dipole ** 2 / (2 * (bulk + 4 * shear / 3) * volume)


def relaxation_by_elements():
    """Minimise the radial elastic energy with linear finite elements."""
    radius = (3 * volume / (4 * np.pi)) ** (1 / 3)
    inner = np.linspace(0, radius, 61)
    outer = np.geomspace(radius, 30 * radius, 400)[1:]
    r = np.concatenate([inner, outer])
    stiffness = np.zeros((len(r), len(r)))
    lame = bulk - 2 * shear / 3
    for n in range(len(r) - 1):
        h, middle = r[n + 1] - r[n], (r[n + 1] + r[n]) / 2
        radial = np.array([-1, 1]) / h
        hoop = np.array([1, 1]) / (2 * middle)
        total = radial + 2 * hoop
        density = (lame * np.outer(total, total) + 2 * shear
                   * (np.outer(radial, radial) + 2 * np.outer(hoop, hoop)))
        stiffness[n:n + 2, n:n + 2] += density * 4 * np.pi * middle ** 2 * h
    load = np.zeros(len(r))
    load[len(inner) - 1] = dipole / volume * 4 * np.pi * radius ** 2
    u = np.linalg.solve(stiffness[1:-1, 1:-1], load[1:-1])
    return load[1:-1] @ u / 2


relaxation_numeric = relaxation_by_elements()
# mesh and finite outer radius leave errors well below one per cent
assert abs(relaxation_numeric / relaxation - 1) < 5e-3


# ---------- output ----------
def row(values, digits=4):
    return " ".join(f"{value + 0.0:.{digits}f}"
                    for value in np.round(values, digits))


print("T sites per cube:", len(cube_sites), " sublattices:", len(sublattices))
for site, line in zip(sublattices, adjacency):
    print("site (units a/4)", *site, "| row of A:", *line)
print("first, second neighbours per site:", first_count, second_count)
print("levels at k=0 (units J):", row(levels, 3))
print("levels at H (units J):", row(levels_h, 3))
print("trace H, trace H^2 at k=0 (J, J^2):",
      row([np.trace(h_gamma), np.trace(h_gamma @ h_gamma)], 1))
for name, pair in traces.items():
    print(f"level {name}: trace of inversion, fourfold:", row(pair, 1))
print(f"cube edge a = {a_nm:.2f} nm, J = {J:.2f} meV")
print(f"first-neighbour distance = {distance1:.4f} nm")
print(f"second-neighbour distance = {distance2:.4f} nm")
print("example levels (meV):", row(example_levels, 3))
print(f"spread 6J = {spread:.3f} meV = {spread / k_mev:.2f} K")
print(f"full band width 8J = {8 * J:.3f} meV")
print(f"kT at 4 K = {4 * k_mev:.3f} meV, at 300 K = {300 * k_mev:.2f} meV")
print(f"well model: barrier {barrier:.2f} eV, well width {well_width:.2f} nm")
print(f"well model: J = {model_j1 * 1e3:.4f} meV")
print(f"well model: J2 = {model_j2 * 1e3:.5f} meV")
print(f"well model: J2/J = {model_j2 / model_j1:.4f}")
print(f"well model: vibrational gap = {vibration_gap:.1f} meV")
print(f"J2 used in example = {J2:.5f} meV")
print("levels with J2 (meV):", row(levels_j2))
print(f"dipole anisotropy = {dipole_anisotropy:.1f} eV, strain = {strain:.1e}")
print(f"strain shift D = {shift:.3f} meV")
print("levels with strain (meV):", row(levels_strain))
print(f"strain magnitude for |D| = J: {strain_equal_j:.2e}")
print(f"force dipole P = {dipole:.1f} eV, volume v = {volume:.5f} nm^3")
print(f"bulk, shear modulus = {bulk_gpa:.0f}, {shear_gpa:.0f} GPa")
print(f"relaxation energy, formula = {relaxation:.4f} eV")
print(f"relaxation energy, finite elements = {relaxation_numeric:.4f} eV")
print(f"relaxation energy / J = {relaxation * 1e3 / J:.0f}")
print("tests ok")
```

Output:

```
T sites per cube: 12  sublattices: 6
site (units a/4) 1 0 2 | row of A: 0 0 1 1 1 1
site (units a/4) 1 2 0 | row of A: 0 0 1 1 1 1
site (units a/4) 0 1 2 | row of A: 1 1 0 0 1 1
site (units a/4) 0 3 2 | row of A: 1 1 0 0 1 1
site (units a/4) 0 2 1 | row of A: 1 1 1 1 0 0
site (units a/4) 0 2 3 | row of A: 1 1 1 1 0 0
first, second neighbours per site: 4 2
levels at k=0 (units J): -4.000 0.000 0.000 0.000 2.000 2.000
levels at H (units J): -2.000 -2.000 0.000 0.000 0.000 4.000
trace H, trace H^2 at k=0 (J, J^2): 0.0 24.0
level -4J: trace of inversion, fourfold: 1.0 1.0
level 0: trace of inversion, fourfold: -3.0 -1.0
level 2J: trace of inversion, fourfold: 2.0 0.0
cube edge a = 0.33 nm, J = 0.10 meV
first-neighbour distance = 0.1167 nm
second-neighbour distance = 0.1650 nm
example levels (meV): -0.400 0.000 0.000 0.000 0.200 0.200
spread 6J = 0.600 meV = 6.96 K
full band width 8J = 0.800 meV
kT at 4 K = 0.345 meV, at 300 K = 25.85 meV
well model: barrier 0.20 eV, well width 0.07 nm
well model: J = 0.1416 meV
well model: J2 = 0.00167 meV
well model: J2/J = 0.0118
well model: vibrational gap = 70.9 meV
J2 used in example = 0.00118 meV
levels with J2 (meV): -0.4024 0.0024 0.0024 0.0024 0.1976 0.1976
dipole anisotropy = 0.3 eV, strain = -1.0e-04
strain shift D = 0.030 meV
levels with strain (meV): -0.3903 0.0000 0.0000 0.0300 0.2000 0.2203
strain magnitude for |D| = J: 3.33e-04
force dipole P = 3.0 eV, volume v = 0.01797 nm^3
bulk, shear modulus = 170, 40 GPa
relaxation energy, formula = 0.1797 eV
relaxation energy, finite elements = 0.1797 eV
relaxation energy / J = 1797
tests ok
```
